# Double-hybrid ionization levels from the occupation derivative of the second-order energy

## Result

Let spin orbitals $p$ have orbital energies $e_p$ and occupations $n_p$. When $n_k$ is varied at fixed orbitals and fixed orbital energies, the slope of the second-order energy $E_2$ at integer occupations is

$$\left.\frac{\partial E_2}{\partial n_k}\right|_{\text{fixed orbitals},\,e_p}=\Sigma_{kk}(e_k),$$

where $\Sigma_{kk}(\omega)$ is the diagonal second-order self-energy. A double hybrid that contains a fraction $c$ of $E_2$ therefore has the levels

$$\varepsilon_k=e_k+c\,\Sigma_{kk}(e_k),$$

and its ionization level is $-\varepsilon_k$ for the highest occupied orbital (HOMO).

The restriction to fixed orbitals matters. The total derivative has a further term, because orbitals and orbital energies follow the occupation. That term is derived and evaluated below.

Hartree atomic units and real orbitals are used. The reference is a closed shell with a gap between occupied and empty orbitals. The integrals are

$$(pq|rs)=\iint \frac{\phi_p(1)\phi_q(1)\,\phi_r(2)\phi_s(2)}{r_{12}}\,d1\,d2,$$

with $\langle pq|rs\rangle=(pr|qs)$ and $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$.

## 1. Two electrons in two orbitals

Take a doubly occupied orbital 1 and an empty orbital 2, with $\Delta=e_2-e_1>0$. Let the spin orbital $1\!\uparrow$ have occupation $n$, while $1\!\downarrow$ stays full. Each pair excitation is weighted by the occupations of the orbitals it leaves and by the vacancies of those it enters.

The pair that can be excited is $1\!\uparrow1\!\downarrow$, with weight $n$. Spin conservation and the full orbital $1\!\downarrow$ leave two destinations:

- $2\!\uparrow2\!\downarrow$: vacancy 1, integral $K=(12|12)$, energy denominator $-2\Delta$.
- $1\!\uparrow2\!\downarrow$: vacancy $1-n$, integral $L=(11|12)$, energy denominator $-\Delta$.

Hence

$$E_2(n)=-\frac{nK^2}{2\Delta}-\frac{n(1-n)L^2}{\Delta},\qquad
\left.\frac{dE_2}{dn}\right|_{n=1}=-\frac{K^2}{2\Delta}+\frac{L^2}{\Delta}.$$

The second excitation has zero weight at $n=0$ and at $n=1$, yet it contributes to the slope.

**Limit: orbitals of opposite parity.** Then $L=0$ and the slope is $-K^2/2\Delta$. Removing one electron destroys the correlation energy of the pair, so ionization costs $K^2/2\Delta$ more than the orbital energy says.

**Without parity.** The term $L^2/\Delta$ has the opposite sign. For Hartree-Fock orbitals, removing $1\!\uparrow$ takes its repulsion out of the field felt by $1\!\downarrow$. This leaves a coupling $-L$ between $1\!\downarrow$ and $2\!\downarrow$, which lowers the ion by $L^2/\Delta$ at second order when the orbital energies of the neutral system are kept as zeroth order (Section 4). The slope thus contains the relaxation of the ion as well as the lost correlation.

## 2. Any number of orbitals

The same weighting gives

$$E_2=\frac14\sum_{p\neq q}\sum_{r\neq s}n_pn_q(1-n_r)(1-n_s)\frac{|\langle pq\|rs\rangle|^2}{e_p+e_q-e_r-e_s}.$$

The factor $1/4$ compensates for the two orderings of $p,q$ and the two of $r,s$. Terms with $p=q$ or $r=s$ have vanishing integrals. They are excluded explicitly because $p=q=r=s=k$ would otherwise read $0/0$ at fractional $n_k$. Terms whose weight is zero for every $n_k$ are left out as well, such as $p=r=k$, $q=s=j$ with $n_j$ equal to 0 or 1. At integer occupations this is the usual second-order energy of double excitations. Its continuation to fractional occupations is a definition, and Section 4 shows that the slope depends on it.

Now differentiate, using $\partial n_p/\partial n_k=\delta_{pk}$ and $\partial(1-n_r)/\partial n_k=-\delta_{rk}$. The product rule gives four terms. Those from $n_p$ and $n_q$ are equal, since the squared integral and the denominator are unchanged under $p\leftrightarrow q$. Those from $1-n_r$ and $1-n_s$ are equal for the same reason. Each pair turns $1/4$ into $1/2$:

$$\frac{\partial E_2}{\partial n_k}=\frac12\sum_{qrs}n_q(1-n_r)(1-n_s)\frac{|\langle kq\|rs\rangle|^2}{e_k+e_q-e_r-e_s}
-\frac12\sum_{pqs}n_pn_q(1-n_s)\frac{|\langle pq\|ks\rangle|^2}{e_p+e_q-e_k-e_s}.$$

The exclusion of repeated orbitals within a pair is still understood. Next, set the occupations to their integer values, with $i,j$ occupied and $a,b$ empty. Reversing the sign of the second denominator absorbs the minus sign:

$$\frac{\partial E_2}{\partial n_k}=\frac12\sum_{iab}\frac{|\langle ki\|ab\rangle|^2}{e_k+e_i-e_a-e_b}+\frac12\sum_{ija}\frac{|\langle ka\|ij\rangle|^2}{e_k+e_a-e_i-e_j}.$$

The second-order self-energy is defined by

$$\Sigma_{kk}(\omega)=\frac12\sum_{iab}\frac{|\langle ki\|ab\rangle|^2}{\omega+e_i-e_a-e_b}+\frac12\sum_{ija}\frac{|\langle ka\|ij\rangle|^2}{\omega+e_a-e_i-e_j}.$$

Setting $\omega=e_k$ reproduces the derivative term by term, which proves the first result. For occupied $k$, the sums over $i$ and $j$ include $k$ itself. For empty $k$, so do the sums over $a$ and $b$. These are the terms that came from the weight $n_k(1-n_k)$.

**Limit: a small gap.** Let $k$ be the HOMO and let $g$ be the gap. In the first sum the denominator is at most $-2g$. In the second, $e_i\le e_k$ gives $e_k+e_a-e_i-e_j\ge e_a-e_j\ge g$. No denominator vanishes while $g>0$, but individual terms can diverge as $g\to0$. A deeper level has no such protection: $e_k=e_i+e_j-e_a$ can occur with $i,j$ above $k$. The derivative then has a pole, and $\varepsilon_k$ loses its meaning as a single ionization level.

## 3. Summation over spin

Let $k$ have spin up. In the first sum write $G=(ka|ib)$ and $X=(kb|ia)$ for spatial orbitals. If $i$ is up, both $a$ and $b$ are up and the squared integral is $(G-X)^2$. If $i$ is down, the two allowed assignments give $G^2$ and $X^2$. Therefore

$$\frac12\left[(G-X)^2+G^2+X^2\right]=G^2+X^2-GX.$$

The denominator is symmetric in $a$ and $b$, so $X^2$ and $G^2$ have equal sums, and the numerator may be written $G(2G-X)$. The second sum works in the same way with $i\leftrightarrow j$:

$$\Sigma_{kk}(\omega)=\sum_{iab}\frac{(ka|ib)[2(ka|ib)-(kb|ia)]}{\omega+e_i-e_a-e_b}
+\sum_{ija}\frac{(ki|aj)[2(ki|aj)-(kj|ai)]}{\omega+e_a-e_i-e_j}.$$

**Limit: back to two orbitals.** With $k=i=j=1$ and $a=b=2$, the first sum at $\omega=e_1$ is $K^2/(2e_1-2e_2)=-K^2/2\Delta$. The second is $L^2/(e_2-e_1)=L^2/\Delta$. This is the slope found in Section 1.

## 4. The slope and the energy of the ion

As a function of $n_k$, $E_2$ contains terms without $k$, terms proportional to $n_k$ or to $1-n_k$, and terms with $k$ on both sides. The last kind has four placements of $k$, which cancel the factor $1/4$ and leave $n_k(1-n_k)C_k$ with

$$C_k=\sum_{ja}\frac{|\langle kj\|ka\rangle|^2}{e_j-e_a}\le0.$$

Everything else is linear. Hence

$$E_2(n_k)=E_2(0)+n_k[E_2(1)-E_2(0)]+n_k(1-n_k)C_k,$$

$$\Sigma_{kk}(e_k)=E_2(1)-E_2(0)-C_k\qquad(k\text{ occupied}).$$

A straight line between the integer values of $E_2$ would have lacked $C_k$. The meaning of this term follows from perturbation theory for the ion.

Use Hartree-Fock orbitals of the neutral system, and take $H_0=\sum_pe_p\,a_p^\dagger a_p$ for both electron numbers. Through first order, each energy is the expectation value of $H$ in its determinant. Removing $k$ removes $h_{kk}+\sum_j\langle kj\|kj\rangle=e_k$, where $h$ is the one-electron part of $H$. This is Koopmans' result, $E(N)-E(N-1)=e_k$.

At second order the neutral system has double excitations alone, because the Fock matrix elements $f_{ja}$ vanish. Its second-order energy is $E_2(1)$. The double excitations of the ion leave the occupied orbitals other than $k$ and may enter $k$, so they sum to $E_2(0)$. The ion also has single excitations $j\to a$, with coupling

$$h_{ja}+\sum_{i\neq k}\langle ji\|ai\rangle=f_{ja}-\langle jk\|ak\rangle=-\langle jk\|ak\rangle.$$

The coupling for $j\to k$ is $f_{jk}-\langle jk\|kk\rangle=0$. The singles therefore contribute $C_k$, and

$$[E(N)-E(N-1)]^{(2)}=E_2(1)-[E_2(0)+C_k]=\Sigma_{kk}(e_k).$$

For Hartree-Fock orbitals and a nondegenerate zeroth-order ion, the slope at $n_k=1$ is thus the full second-order difference between the two integer systems. For hybrid-functional orbitals the singles couplings are different, and this identity does not carry over. The derivative relation of Section 2 does.

**Limit: a distant neighbour.** Let $k$ lie on a system A, with a neutral closed-shell system B at a large distance $R$ along $z$ and no overlap between them. For $j$ and $a$ on B, expanding the Coulomb potential of the charge density $\phi_k^2$ gives

$$(kk|ja)\simeq-\frac{\langle j|z|a\rangle}{R^2},$$

since the leading $1/R$ term vanishes by orthogonality. The exchange integral $(ka|jk)$ vanishes without overlap, and both spins of $j$ contribute. The terms of $C_k$ with $j,a$ on A describe the relaxation of A itself and do not vanish at large $R$. The part $C_k^{B}$ with $j,a$ on B obeys

$$-C_k^{B}\to\frac{2}{R^4}\sum_{ja\in B}\frac{\langle j|z|a\rangle^2}{e_a-e_j}=\frac{\alpha_0}{2R^4},\qquad
\alpha_0=4\sum_{ja\in B}\frac{\langle j|z|a\rangle^2}{e_a-e_j}.$$

Here $\alpha_0$ is the polarizability of B with its mean field held fixed. The other terms with orbitals on both A and B involve two transition dipoles. Their integrals fall as $R^{-3}$ and their contributions as $R^{-6}$. If B has a permanent dipole and A has no inversion centre, the field of B also changes the orbitals of A, and the terms on A alone then shift as $R^{-3}$, which outlasts $\alpha_0/2R^4$ at large $R$. The self-energy thus contains the energy gained when the hole polarizes its neighbour. In a double hybrid this part enters $\varepsilon_k$ multiplied by $c$.

## 5. The double hybrid and its total slope

Write the energy as $E=E_{\rm SCF}+cE_2$, with

$$E_{\rm SCF}=E_{\rm kin}+E_{\rm ext}+E_{\rm H}+E_{\rm nn}+a_xE_x^{\rm exact}+(1-a_x)E_x^{\rm DFA}+(1-c)E_c^{\rm DFA}.$$

The terms are the kinetic, external, Hartree and nuclear repulsion energies, exact exchange, and density-functional exchange and correlation. The orbitals are self-consistent for $E_{\rm SCF}$, so $F\phi_p=e_p\phi_p$, where $F$ is the derivative of $E_{\rm SCF}$ with respect to the density matrix $\gamma=\sum_pn_p|\phi_p\rangle\langle\phi_p|$. A change of $n_k$ gives

$$dE_{\rm SCF}=\mathrm{Tr}(F\,d\gamma)=e_k\,dn_k+\sum_pn_pe_p\,d\langle\phi_p|\phi_p\rangle=e_k\,dn_k,$$

because the orbitals stay normalized. This is Janak's theorem.

$E_2$ is not stationary with respect to the orbitals. By the chain rule,

$$\frac{dE}{dn_k}=e_k+c\,[\Sigma_{kk}(e_k)+R_k].$$

The response $R_k$ is the slope of $E_2$ evaluated with fixed integer occupations, while its orbitals and orbital energies follow the self-consistent field at occupation $n_k$. The level $\varepsilon_k$ leaves $R_k$ out.

**Limit: weak interaction.** Take Hartree-Fock and scale the perturbation, $H=H_0+\lambda V$. The integrals in $E_2$ give $\Sigma_{kk}\propto\lambda^2$. A change of $n_k$ alters the mean field by a term proportional to $\lambda$, so orbitals and energies respond at order $\lambda$, and $R_k\propto\lambda^3$ to leading order. Omitting $R_k$ is then consistent at second order. This argument does not bound its size at $\lambda=1$, and it does not transfer directly to a density functional.

## 6. Numbers for an H4 chain

The example is a linear H4 chain with spacings 1.5, 2.5 and 1.5 bohr in the 6-31G basis: four electrons in eight spatial orbitals. The basis is small, so the numbers compare methods within it and do not predict experiment.

**Hartree-Fock orbitals.** The HOMO energy is $-0.52176$ hartree. The sums of Sections 2 and 4 give $E_2(1)=-0.03647$, $E_2(0)=-0.02873$ and $C_k=-0.01725$ hartree. Therefore

$$\Sigma_{kk}(e_k)=-0.03647+0.02873+0.01725=0.00951\ \text{hartree}.$$

The change in the double excitations alone would lower the level by 0.00774 hartree. This is a net change: the pair correlation lost with $k$ is partly offset by new double excitations of the ion into the emptied spin orbital. In this basis the term $-C_k$, which comes from the single excitations of the ion, outweighs the net change, and the level rises. The balance depends on the basis, because the lost pair correlation grows when polarization functions are added: $\Sigma_{kk}(e_k)$ falls to 0.0039 hartree in cc-pVDZ and to $-0.0001$ hartree in cc-pVTZ.

| Ionization energy | eV |
|---|---:|
| Koopmans | 14.20 |
| With second-order self-energy | 13.94 |
| Full configuration interaction, same basis | 14.01 |

The last entry is the difference between the lowest energies of ion and neutral chain in the space of all determinants. Relative to it, the error changes from $+0.19$ to $-0.07$ eV. This improvement is particular to 6-31G. In cc-pVDZ the Koopmans and second-order values are 14.15 and 14.05 eV, on either side of an equation-of-motion coupled-cluster (EOM-IP-CCSD) value of 14.12 eV.

To obtain $R_k$, the Hartree-Fock equations were solved with the occupation of one HOMO spin orbital set to 1, 0.99, 0.98 and 0.97, and the slope at 1 was taken by finite differences. Doubling $\lambda$ from 0.01 to 0.02 multiplies $R_k$ by 8.00, as a cubic law requires. At $\lambda=1$, $R_k=0.00453$ hartree, nearly half of $\Sigma_{kk}$. A term of higher order is not small here.

**B2PLYP.** This double hybrid has $a_x=0.53$ and $c=0.27$, with B88 exchange and LYP correlation. Its HOMO has $e_k=-0.43721$ and $\Sigma_{kk}(e_k)=0.01197$ hartree, so

$$\varepsilon_k=-0.43721+0.27\times0.01197=-0.43398\ \text{hartree}.$$

The ionization level is 0.43398 hartree, or 11.81 eV, against 11.90 eV from the orbital energy alone. In aug-cc-pVDZ $\Sigma_{kk}(e_k)$ halves to 0.0060 hartree, while the level moves only to 11.82 eV.

The same finite differences give $R_k=0.00442$ hartree. Letting the orbital energies change while the orbitals stay fixed accounts for 0.00056 hartree. First-order changes add, so the remaining 0.00386 hartree comes from the orbitals. The total slope is

$$-0.43721+0.27\,(0.01197+0.00442)=-0.43278\ \text{hartree},$$

which corresponds to 11.78 eV. The factor $c$ reduces the effect of $R_k$ on the level to about 0.03 eV.

**Self-consistent frequency.** One may instead solve $\omega=e_k+c\Sigma_{kk}(\omega)$. Linearizing about $e_k$ gives

$$\omega-e_k\simeq\frac{c\,\Sigma_{kk}(e_k)}{1-c\,\Sigma'_{kk}(e_k)}.$$

Each term of $\Sigma'_{kk}$ is minus a numerator over a squared denominator. Before the spin sum the numerators are squares, so $\Sigma'_{kk}\le0$ and the shift shrinks. The equation has several roots. The one nearest $e_k$ is $-0.43403$ hartree, only about 0.00005 hartree from $\varepsilon_k$.

**The lowest empty orbital.** The derivation holds for an empty $k$ as well, with the slope taken at $n_k=0$. Here $e_k=0.10854$ and $\Sigma_{kk}(e_k)=-0.01231$ hartree, which give $\varepsilon_k=0.10522$ hartree. The level is positive: the added electron is held by the finite basis, so this is not a converged electron affinity. With diffuse functions (aug-cc-pVDZ) the level drops to 0.024 hartree.

## 7. A level is not a total-energy difference

Separate self-consistent B2PLYP calculations give $-2.30580$ hartree for the neutral chain and $-1.79610$ hartree for the ion at the same geometry. Their difference is 0.50970 hartree, or 13.87 eV. This is 2.06 eV more than the ionization level. In aug-cc-pVDZ the difference is 13.84 eV and the excess 2.02 eV.

The two quantities are linked by

$$E(N-1)-E(N)=-\int_0^1\frac{dE}{dn_k}\,dn_k.$$

The slope at $n_k=1$ is $-0.4328$ hartree, while its average over the interval is $-0.5097$ hartree. The slope must therefore become considerably more negative as the electron is removed. Neither $R_k$ nor the choice of frequency can explain the discrepancy, since they shift the level by about 0.03 eV and 0.001 eV. It comes from the curvature of the energy between integer electron numbers. A plausible cause, not isolated by these calculations, is the self-interaction left by the 47% of semilocal exchange.

In this example $\varepsilon_k$ is thus a good approximation to the slope of the double-hybrid energy at the neutral system, and a poor one to the ionization energy that the same functional gives from total energies.
